# Why Symmetry-Forbidden Bands Start at a False Origin: A Vibronic Model: a numerical check

```python
# Result under test: a symmetry-forbidden band starts at a false origin.
# Dark state 1 (energy E1) and bright state 2 (E1 + gap) are coupled by
# kappa*Q; only ground -> 2 has a transition dipole mu. The 0->0 line of state 1
# is absent; the 0->1 line has strength g^2/(gap - hw)^2 in units of mu^2, with
# g = kappa*q_zp, q_zp = sqrt(hbar/(2 M omega)), hw = hbar*omega.
# Energies are in eV and lengths in pm. Spectra come from a coordinate grid.
import math
import numpy as np
from scipy import constants as const

E1, gap, hw = 4.70, 2.00, 0.075
E2 = E1 + gap
mass_u, kappa, temperature = 6.0, 0.010, 300.0
breaking = 0.020                 # constant symmetry-breaking coupling
huang_rhys, hw_sym = 1.0, 0.115  # totally symmetric mode

mass = mass_u * const.atomic_mass
omega = hw * const.e / const.hbar
q_zp = math.sqrt(const.hbar / (2 * mass * omega)) * 1e12
g = kappa * q_zp
kT = const.k * temperature / const.e

# Sinc-function grid for the coordinate Q
step = 2.0
Q = step * np.arange(-55, 56)
N = len(Q)
diff = np.arange(N)[:, None] - np.arange(N)[None, :]
safe = np.where(diff == 0, 1, diff)
signs = np.where(diff % 2 == 0, 1.0, -1.0)
shape = np.where(diff == 0, math.pi**2 / 3, 2 * signs / safe**2)
kin_unit = const.hbar**2 / (2 * mass * (step * 1e-12)**2) / const.e
spring = mass * omega**2 * 1e-24 / const.e
H_osc = kin_unit * shape + np.diag(0.5 * spring * Q**2)
E_ground, chi = np.linalg.eigh(H_osc)


def spectrum(coupling, constant=0.0):
    """Excited levels above the ground zero-point level; strengths [n, k]."""
    W = np.diag(coupling * Q + constant)
    H = np.block([[H_osc + E1 * np.eye(N), W],
                  [W, H_osc + E2 * np.eye(N)]])
    levels, vectors = np.linalg.eigh(H)
    amplitudes = chi.T @ vectors[N:, :]
    return levels - E_ground[0], amplitudes**2


def thermal_ratio(levels, strengths):
    """Hot lines below E1 divided by cold-side lines above E1."""
    hot = cold = 0.0
    for n in range(12):
        start = E_ground[n] - E_ground[0]
        line = levels - start
        weight = math.exp(-start / kT)
        hot += weight * strengths[n, line < E1].sum()
        side = (line > E1) & (line < E1 + gap / 2)
        cold += weight * strengths[n, side].sum()
    return hot / cold


def rel(a, b):
    return abs(a / b - 1)


# Fixed-nuclei dipole slope and oscillator matrix element
q_small = 0.01
_, vec = np.linalg.eigh([[E1, kappa * q_small], [kappa * q_small, E2]])
slope = vec[1, 0] / vec[0, 0] / q_small
assert rel(slope, -kappa / gap) < 1e-6
q_element = abs(chi[:, 1] @ (Q * chi[:, 0]))
assert rel(q_element, q_zp) < 1e-8

# Leading-order formulas
R_adiabatic = (g / gap)**2
R_vibronic = (g / (gap - hw))**2
R_hot = (g / (gap + hw))**2
softening_2 = 2 * g**2 * gap / (gap**2 - hw**2)
ratio_formula = math.exp(-hw / kT) * ((gap - hw) / (gap + hw))**2

# Strict tests at weak coupling; remaining errors are of order 1/scale^2
scale = 20.0
lev_w, str_w = spectrum(kappa / scale)
weak_false = str_w[0, 1] * scale**2
assert rel(weak_false, R_vibronic) < 1e-3
assert rel(weak_false, R_adiabatic) > 0.05
assert rel(str_w[1, 0] * scale**2, R_hot) < 1e-3
assert rel(str_w[1, 2] * scale**2, 2 * R_vibronic) < 1e-3
assert rel((hw - lev_w[1] + lev_w[0]) * scale**2, softening_2) < 1e-3
weak_ratio = thermal_ratio(lev_w, str_w)
assert rel(weak_ratio, ratio_formula) < 1e-3

# Full coupling: leading order must hold up to higher-order corrections
lev, strength = spectrum(kappa)
R_exact = strength[0, 1]
softening = hw - (lev[1] - lev[0])
hot_energy = lev[0] - (E_ground[1] - E_ground[0])
hot_ratio = thermal_ratio(lev, strength)
assert strength[0, 0] < 1e-20
assert rel(R_exact, R_vibronic) < 0.03
assert rel(softening, softening_2) < 0.10
assert rel(hot_ratio, ratio_formula) < 0.15  # mode softening enters here
dark = lev < E1 + gap / 2
borrowed = strength[0, dark].sum()
bright = strength[0, ~dark].sum()
f_total = (lev * strength[0]).sum()
f_dark = (lev * strength[0])[dark].sum()
assert abs(borrowed + bright - 1) < 1e-10
assert rel(f_total, E2) < 1e-10

# Breaking the symmetry must switch the true origin on
_, str_bw = spectrum(kappa / scale, breaking)
assert rel(str_bw[0, 0], (breaking / gap)**2) < 0.01
_, str_b = spectrum(kappa, breaking)
assert str_b[0, 0] > 1e-5

# Two-mode diagonalization: progression built on the false origin
na, nb = 14, 22
a = np.diag(np.sqrt(np.arange(1, na)), 1)
b = np.diag(np.sqrt(np.arange(1, nb)), 1)
Ia, Ib, I2 = np.eye(na), np.eye(nb), np.eye(2)
flip = np.array([[0.0, 1.0], [1.0, 0.0]])
H_sym = hw_sym * (b.T @ b + math.sqrt(huang_rhys) * (b + b.T)
                  + huang_rhys * Ib)
H2 = (np.kron(np.kron(np.diag([E1, E2]), Ia), Ib)
      + np.kron(np.kron(I2, hw * a.T @ a), Ib)
      + np.kron(np.kron(flip, g * (a + a.T)), Ib)
      + np.kron(np.kron(I2, Ia), H_sym))
lev2, vec2 = np.linalg.eigh(H2)
str2 = vec2[na * nb, :]**2       # overlap with bright state, no quanta
progression = []
for v in range(4):
    near = abs(lev2 - lev[1] - v * hw_sym) < 1e-3
    progression.append(str2[near].sum())
    poisson = math.exp(-huang_rhys) * huang_rhys**v / math.factorial(v)
    assert rel(progression[v], R_exact * poisson) < 1e-4


def nm(energy):
    return const.h * const.c / (energy * const.e) * 1e9


print(f"Dark state energy E1 = {E1:.3f} eV")
print(f"Gap = {gap:.3f} eV")
print(f"Bright state energy E2 = {E2:.3f} eV")
print(f"Uncoupled vibrational quantum = {hw*1e3:.2f} meV")
print(f"Mode mass = {mass_u:.1f} u")
print(f"Coupling slope kappa = {kappa*1e3:.2f} meV/pm")
print(f"Temperature = {temperature:.0f} K")
print(f"Thermal energy kT = {kT*1e3:.2f} meV")
print(f"Zero-point amplitude q_zp = {q_zp:.3f} pm")
print(f"Coupling element g = {g*1e3:.2f} meV")
print(f"g/gap = {g/gap:.5f} (no unit)")
print(f"g^2/(hw*gap) = {g**2/(hw*gap):.5f} (no unit)")
print(f"Dipole slope / mu at Q=0 = {slope:.6f} 1/pm")
print("Strengths below are in units of mu^2")
print(f"False origin, adiabatic formula = {R_adiabatic:.4e}")
print(f"False origin, vibronic formula = {R_vibronic:.4e}")
print(f"False origin, diagonalization = {R_exact:.4e}")
print(f"Weak-coupling result, rescaled = {weak_false:.4e}")
print(f"Coupling reduction for that test = {scale:.0f} (no unit)")
print(f"True origin below 1e-20: {strength[0, 0] < 1e-20}")
print(f"0->3 line = {strength[0, 3]:.3e}")
print(f"Whole dark band = {borrowed:.4e}")
print(f"Whole bright band = {bright:.6f}")
print(f"Dark share of oscillator strength = {f_dark/f_total:.4e} (no unit)")
print(f"Strength-weighted mean energy = {f_total:.6f} eV")
print(f"Missing origin = {lev[0]:.5f} eV = {nm(lev[0]):.2f} nm")
print(f"False origin = {lev[1]:.5f} eV = {nm(lev[1]):.2f} nm")
print(f"Hot band 1->0 = {hot_energy:.5f} eV = {nm(hot_energy):.2f} nm")
print(f"Dark-state quantum = {(lev[1]-lev[0])*1e3:.3f} meV")
print(f"Softening, diagonalization = {softening*1e3:.3f} meV")
print(f"Softening, second order = {softening_2*1e3:.3f} meV")
print(f"Boltzmann factor = {math.exp(-hw/kT):.5f} (no unit)")
print(f"Hot/cold ratio, formula = {ratio_formula:.5f} (no unit)")
print(f"Hot/cold ratio, weak coupling = {weak_ratio:.5f} (no unit)")
print(f"Hot/cold ratio, full coupling = {hot_ratio:.5f} (no unit)")
print(f"Symmetry-breaking coupling c = {breaking*1e3:.1f} meV")
print(f"True origin with c, formula = {(breaking/gap)**2:.4e}")
print(f"True origin with c, weak kappa = {str_bw[0, 0]:.4e}")
print(f"True origin with c, full kappa = {str_b[0, 0]:.4e}")
print(f"Huang-Rhys factor S = {huang_rhys:.2f} (no unit)")
print(f"Symmetric-mode quantum = {hw_sym*1e3:.1f} meV")
for v, value in enumerate(progression):
    print(f"Progression line v={v}: {value:.4e}")
print("PASS")
```

Printed output:

```
Dark state energy E1 = 4.700 eV
Gap = 2.000 eV
Bright state energy E2 = 6.700 eV
Uncoupled vibrational quantum = 75.00 meV
Mode mass = 6.0 u
Coupling slope kappa = 10.00 meV/pm
Temperature = 300 K
Thermal energy kT = 25.85 meV
Zero-point amplitude q_zp = 6.815 pm
Coupling element g = 68.15 meV
g/gap = 0.03408 (no unit)
g^2/(hw*gap) = 0.03096 (no unit)
Dipole slope / mu at Q=0 = -0.005000 1/pm
Strengths below are in units of mu^2
False origin, adiabatic formula = 1.1612e-03
False origin, vibronic formula = 1.2534e-03
False origin, diagonalization = 1.2379e-03
Weak-coupling result, rescaled = 1.2534e-03
Coupling reduction for that test = 20 (no unit)
True origin below 1e-20: True
0->3 line = 2.467e-06
Whole dark band = 1.2404e-03
Whole bright band = 0.998760
Dark share of oscillator strength = 8.8276e-04 (no unit)
Strength-weighted mean energy = 6.700000 eV
Missing origin = 4.69769 eV = 263.93 nm
False origin = 4.76792 eV = 260.04 nm
Hot band 1->0 = 4.62269 eV = 268.21 nm
Dark-state quantum = 70.230 meV
Softening, diagonalization = 4.770 meV
Softening, second order = 4.651 meV
Boltzmann factor = 0.05496 (no unit)
Hot/cold ratio, formula = 0.04730 (no unit)
Hot/cold ratio, weak coupling = 0.04731 (no unit)
Hot/cold ratio, full coupling = 0.05104 (no unit)
Symmetry-breaking coupling c = 20.0 meV
True origin with c, formula = 1.0000e-04
True origin with c, weak kappa = 9.9999e-05
True origin with c, full kappa = 1.1323e-04
Huang-Rhys factor S = 1.00 (no unit)
Symmetric-mode quantum = 115.0 meV
Progression line v=0: 4.5541e-04
Progression line v=1: 4.5541e-04
Progression line v=2: 2.2771e-04
Progression line v=3: 7.5902e-05
PASS
```
